# Barrett equivalent radii from muonic-atom transition energies, part 1

(Sections cited here and not found follow in the second part.)

## 1. From a transition energy to a moment of the nuclear charge

### The question

A negative muon captured by an atom cascades down to the 1s state and emits X rays on the way. Its mass is about two hundred times that of the electron, and its orbits are smaller by the same factor. In muonic zirconium ($Z=40$) the 1s Bohr radius for a point nucleus is about 6.4 fm, while the nuclear charge reaches out to about 5 fm. The two lengths are comparable: in the model below the 1s muon is found inside 5 fm with a probability of roughly one tenth, and the energy of the 2p–1s line depends strongly on how the charge is distributed there.

One line energy is one number, whereas a charge distribution is a function. An analysis that assumes a shape and adjusts its size will reproduce the line, and it can then report any radius of the adjusted distribution. Such a radius is useful if another reasonable shape, adjusted to the same line, gives the same value. The root-mean-square (rms) radius does not meet this demand well. The Barrett equivalent radius does so to a much better approximation, and the reason lies in the electrostatic potential that the muon itself produces.

### Model and conventions

Lengths are in fm and energies in keV, since Hartree units are unnatural at nuclear size. The nucleus is spherical, with charge density $Ze\rho(r)$ and $\int\rho\,d^3r=1$. Its radial density is $n(r)=4\pi r^2\rho(r)$, so that $\int_0^\infty n\,dr=1$. With $\eta=\alpha\hbar c=1439.965$ keV fm, the potential energy of the muon is

$$V(r)=-Z\eta\int\frac{\rho(r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{1}$$

Let $\mu$ be the rest energy belonging to the reduced mass, and $E$ the energy without rest energy, negative for a bound state. The radial Dirac equations for the large and small functions $P$ and $Q$ are

$$\hbar c\left(P'+\frac{\kappa}{r}P\right)=(E+2\mu-V)Q, \tag{2}$$

$$\hbar c\left(-Q'+\frac{\kappa}{r}Q\right)=(E-V)P. \tag{3}$$

Here $\kappa=-1$ for 1s$_{1/2}$ and $\kappa=-2$ for 2p$_{3/2}$; below, "2p" means 2p$_{3/2}$. The probability per unit radius is $w=P^2+Q^2$, with $\int_0^\infty w\,dr=1$.

The reduced mass in a Dirac equation is an approximation to the recoil of the nucleus. Further recoil terms, vacuum polarization, self-energy, nuclear polarization and screening by electrons are left out. The energies below are therefore energies of this model and not predictions of measured lines.

The example takes a nuclear mass of 90 u, which gives $\mu=105525$ keV, and a Fermi density

$$\rho(r)\propto\frac{1}{1+e^{(r-C)/d}},\qquad C=4.9\ \text{fm},\quad d=0.52\ \text{fm}. \tag{4}$$

The half-density radius $C$ and the diffuseness $d$ are chosen round values. The energies are $E_{1s}=-3645.722$ keV and $E_{2p}=-1127.017$ keV. Two different solutions of the Dirac equation, diagonalization in a basis and shooting, agree on them to the last digit given. The transition energy is $\omega=E_{2p}-E_{1s}=2518.704$ keV.

For an implementation by shooting, the starting values follow from (2) and (3). With $\kappa=-(l+1)$ and a finite potential at the origin, set $P=b\,r^{l+1}$ and $Q=q\,r^{l+2}$. The left side of (2) then vanishes at order $r^l$, as it must, because $Q$ has no term of that order. In (3) the left side is $-\hbar c\,(2l+3)\,q\,r^{l+1}$, so

$$q=-\frac{E-V(0)}{(2l+3)\hbar c}\,b. \tag{5}$$

Far outside, drop $V$ and the $1/r$ terms and set $P,Q\propto e^{-\lambda r}$. Then (2) gives $-\lambda\hbar c\,P=(E+2\mu)Q$ and (3) gives $\lambda\hbar c\,Q=EP$. Dividing the second by the first yields $-Q/P=EP/[(E+2\mu)Q]$, so $(Q/P)^2=-E/(E+2\mu)$. The first relation makes $Q/P$ negative:

$$\frac QP=-\sqrt{\frac{-E}{E+2\mu}}. \tag{6}$$

The eigenvalue is the energy at which the outward and inward solutions have the same ratio $Q/P$ at an intermediate radius.

### First-order change of a level

Let the nuclear density change by a small $\delta\rho$ at fixed $Z$ and fixed mass. The normalized state satisfies $E=\langle\psi|H|\psi\rangle$. Varying everything gives

$$\delta E=\langle\psi|\delta V|\psi\rangle+\langle\delta\psi|H|\psi\rangle+\langle\psi|H|\delta\psi\rangle. \tag{7}$$

Since $H\psi=E\psi$ and $H$ is Hermitian, the last two terms are $E(\langle\delta\psi|\psi\rangle+\langle\psi|\delta\psi\rangle)=E\,\delta\langle\psi|\psi\rangle=0$. The change of the wave function thus does not enter at first order. As $\delta V$ is spherical, what remains is

$$\delta E_n=\int_0^\infty w_n(s)\,\delta V(s)\,ds. \tag{8}$$

To write $\delta V$ as a radial integral, average the inverse distance over the direction of one point. With $u$ the cosine of the angle between the two vectors,

$$\frac12\int_{-1}^{1}\frac{du}{\sqrt{r^2+s^2-2rsu}}=\frac{(r+s)-|r-s|}{2rs}=\frac{1}{\max(r,s)}. \tag{9}$$

The last step holds because the numerator is twice the smaller of $r$ and $s$. Hence $\delta V(s)=-Z\eta\int_0^\infty\delta n(r)/\max(r,s)\,dr$. Inserting this in (8) and exchanging the order of integration gives

$$\delta E_n=Z\int_0^\infty\delta n(r)\,U_n(r)\,dr, \tag{10}$$

$$U_n(r)=-\eta\left[\frac1r\int_0^r w_n\,ds+\int_r^\infty\frac{w_n}{s}\,ds\right]. \tag{11}$$

$U_n(r)$ is the energy of a unit positive charge placed at radius $r$ in the cloud of the muon. It is the muon-generated potential. The nucleus is now the test body, and the muon cloud of the reference solution is the source.

For the transition energy the difference of two such potentials matters:

$$\delta\omega=Z\int_0^\infty\delta n\,D\,dr,\qquad D=U_{2p}-U_{1s}. \tag{12}$$

Because $n$ stays normalized, $\int\delta n\,dr=0$. A constant added to $D$ therefore has no effect on $\delta\omega$.

Equation (12) was tested against full Dirac energies. When $C$ goes from 0.02 fm below to 0.02 fm above its reference value, $\omega$ changes by $-6.4442$ keV in both calculations. When $d$ goes from 0.01 fm below to 0.01 fm above, the full change is $-7.2092$ keV and the first-order change $-7.2093$ keV. The steps are symmetric about the reference, so the second-order term cancels in these differences, which is why the agreement is so close. The sign is the expected one: a larger nucleus binds the 1s muon less and lowers $\omega$.

### The shape of the potential difference

Let $N_n(r)=\int_0^r w_n\,ds$ be the probability of finding the muon inside $r$. Differentiating (11), the derivative of the first integral gives $w_n/r$ and that of the second gives $-w_n/r$. These cancel, and the derivative of the factor $1/r$ remains:

$$U_n'=\frac{\eta N_n}{r^2},\qquad D'=-\frac{\eta\,(N_{1s}-N_{2p})}{r^2}. \tag{13}$$

This is Gauss's law for the muon cloud. Define the drop from the central value,

$$S(r)=D(0)-D(r),\qquad S'=\frac{\eta\,(N_{1s}-N_{2p})}{r^2}. \tag{14}$$

Near the origin the 1s functions are $P=b\,r+O(r^3)$ and $Q=O(r^2)$, so $w_{1s}=b^2r^2+O(r^4)$. For 2p$_{3/2}$, $P=O(r^2)$ and $Q=O(r^3)$, so $w_{2p}=O(r^4)$. Integration gives $N_{1s}-N_{2p}=b^2r^3/3+O(r^5)$, and from (14)

$$S(r)=\frac{\eta b^2}{6}\,r^2+O(r^4). \tag{15}$$

The coefficient is 0.9244 keV/fm² in the example. At $r=0.281$ fm the ratio of $S$ to this leading term is 0.9995.

Further out, the growth is slower than quadratic. The local power

$$p(r)=\frac{rS'}{S}=\frac{d\ln S}{d\ln r} \tag{16}$$

measures this. Write $S'=r\,G(r)$ with $G=\eta(N_{1s}-N_{2p})/r^3$. Up to a constant factor, $G$ is the mean of the density difference $(w_{1s}-w_{2p})/r^2$ over the sphere of radius $r$. If that density difference falls with $r$, so does its mean $G$. Then $S(r)=\int_0^r sG(s)\,ds\ge G(r)\,r^2/2$, and therefore $p=r^2G/S\le2$. Physically, the 1s cloud thins out away from the centre while the 2p cloud builds up, and both make $S$ fall behind the parabola (15). The computed values are 1.985, 1.875, 1.688 and 1.474 at $r=0.995$, 2.995, 4.995 and 6.995 fm.

The simplest description of a falling power is a straight line, $p=k-ar$. Inserting it in (16) gives $d\ln S/dr=k/r-a$, which integrates to $\ln S=k\ln r-ar+\text{const}$. Hence

$$D(r)\approx A-B\,g(r),\qquad g(r)=r^k e^{-ar}. \tag{17}$$

This is the Barrett form. The argument explains why the form is suitable, but it does not make (17) an identity. The true power starts at 2 and bends downwards, and a straight line can follow it over a limited range. The range that matters is the one in which nuclear charge is added or removed.

### Fitting rule and quality of the fit

Let $\langle f\rangle_0=\int n_0 f\,dr$ denote the average over the reference nucleus, and let

$$\varepsilon(r)=D(r)-A+B\,g(r) \tag{18}$$

be the residual. The parameters minimize $\langle\varepsilon^2\rangle_0$. For given $k$ and $a$, the derivative with respect to $A$ requires $\langle\varepsilon\rangle_0=0$, and that with respect to $B$ requires $\langle\varepsilon g\rangle_0=0$. The first condition gives $A=\langle D\rangle_0+B\langle g\rangle_0$. Put into the second, it gives $\langle Dg\rangle_0-\langle D\rangle_0\langle g\rangle_0+B(\langle g^2\rangle_0-\langle g\rangle_0^2)=0$, so

$$B=-\frac{\langle Dg\rangle_0-\langle D\rangle_0\langle g\rangle_0}{\langle g^2\rangle_0-\langle g\rangle_0^2}. \tag{19}$$

A search over $k$ and $a$ then completes the fit. With $r$ in fm the result is

$$k=2.2277,\quad a=0.1064\ \text{fm}^{-1},\quad A=116.525\ \text{keV},\quad B=0.9143\ \text{keV fm}^{-k}. \tag{20}$$

The charge-weighted rms residual is 0.0069 keV, while $D$ itself falls by 40.16 keV between the centre and 7.995 fm, the last grid point below 8 fm. The form $A-Br^2$, fitted with the same weight, leaves 0.79 keV, more than a hundred times as much. If that form were adequate, the line would measure the rms radius.

The largest residual below 8 fm is 0.118 keV. It equals $D(0)-A=116.643-116.525$ keV, the residual at the origin, where the factor $r^2$ in $n_0$ leaves almost no weight. The value $k>2$ does not contradict (15) either. Between 5 and 7 fm the local power falls by $(1.6877-1.4744)/2.000=0.1067$ per fm, and a line of this slope through the value at 4.995 fm meets the axis at $1.6877+0.1067\times4.995=2.22$. The fitted $k$ is thus an extrapolation from the nuclear surface and not the power at the centre.

Inserting (18) in (12), the constant $A$ drops out and

$$\delta\omega=-ZB\,\delta M+Z\int_0^\infty\delta n\,\varepsilon\,dr,\qquad M=\int_0^\infty n\,r^k e^{-ar}\,dr. \tag{21}$$

Apart from the small residual term, the transition energy responds to one property of the nucleus, the Barrett moment $M$.

## 2. The equivalent radius and its dependence on the model

### Symbols and results carried over

The nucleus has the radial charge density $n(r)=4\pi r^2\rho(r)$ with unit integral; $n_0$ is the reference density, a Fermi density with half-density radius $C=4.9$ fm and diffuseness $d=0.52$ fm. The energy of the 2p$_{3/2}$–1s$_{1/2}$ transition is $\omega$. A small change $\delta n$ changes it to first order by $Z\int\delta n\,D\,dr$, where $D$ is the difference of the muon-generated potentials. Over the nucleus $D=A-Bg+\varepsilon$ with $g=r^ke^{-ar}$ and a small residual $\varepsilon$. For muonic zirconium $k=2.2277$, $a=0.1064$ fm$^{-1}$ and $B=0.9143$ keV fm$^{-k}$. The Barrett moment is $M=\int n\,g\,dr$, and $\delta\omega\approx-ZB\,\delta M$.

To first order, and apart from a small fit residual, the 2p–1s energy responds to the nuclear charge distribution only through the Barrett moment $M$. It remains to convert this moment into an equivalent radius and to test how far that radius depends on the assumed nuclear shape.
